# Why constrained RPA overscreens: Pauli-forbidden target-rest bubbles in a solvable model: a program that tests the result

```python
"""Constrained RPA against exact downfolding of a few-level model.

Result under test: a target level d with N flavours is coupled to rest levels r.
At second order in the interaction the mixed d-r bubbles give
    -N * sum_r (dd|dr)^2 / |e_r|,
while ALL second-order mixed diagrams at half filling give
    -(N-2) * sum_r (dd|dr)^2 / |e_r|.
Symbols: g[p,q,r,s] = (pq|rs), real orbital integrals; eps = mean-field levels
relative to d; occ = reference occupation per flavour; lam = coupling factor.
H = sum eps_p E_pp + lam * (V - F), F being the mean field of the reference.
The exact target interaction is the curvature E(n+1) + E(n-1) - 2 E(n) at n = N/2.
Energies are in eV.
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh


def transfer_operators(n_levels, N):
    """Flavour-summed operators E_pq in the full Fock space (Jordan-Wigner)."""
    n_modes = n_levels * N
    lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = sp.diags([1.0, -1.0], format="csr")
    annihilate = []
    for k in range(n_modes):
        op = sp.identity(1, format="csr")
        for j in range(n_modes):
            factor = parity if j < k else lower if j == k else sp.identity(2)
            op = sp.kron(op, factor, format="csr")
        annihilate.append(op)
    E = {}
    for p in range(n_levels):
        for q in range(n_levels):
            E[p, q] = sum(annihilate[m * n_levels + p].T
                          @ annihilate[m * n_levels + q]
                          for m in range(N)).tocsr()
    return E


def many_electron_blocks(eps, occ, g, N, d):
    """Dense blocks (H0, V - F, target mask) for n = N/2-1, N/2, N/2+1."""
    L = len(eps)
    E = transfer_operators(L, N)
    H0 = sum(eps[p] * E[p, p] for p in range(L)).tocsr()
    V = sp.csr_matrix(H0.shape)
    for p, q, r, s in np.argwhere(np.abs(g) > 1e-14):
        term = E[p, q] @ E[r, s]
        if q == r:
            term = term - E[p, s]
        V = V + 0.5 * g[p, q, r, s] * term
    F = N * np.einsum("pqrr,r->pq", g, occ) - np.einsum("prrq,r->pq", g, occ)
    for p in range(L):
        for q in range(L):
            V = V - F[p, q] * E[p, q]
    V = V.tocsr()
    pops = np.array([E[p, p].diagonal() for p in range(L)])
    total = np.rint(pops.sum(axis=0)).astype(int)
    in_target = np.ones(len(total), dtype=bool)
    for p in range(L):
        if p != d:
            in_target &= np.abs(pops[p] - N * occ[p]) < 1e-9
    filled = N * sum(1 for p in range(L) if p != d and occ[p] == 1.0)
    blocks = []
    for n in (N // 2 - 1, N // 2, N // 2 + 1):
        idx = np.where(total == filled + n)[0]
        blocks.append((H0[idx][:, idx].toarray(), V[idx][:, idx].toarray(),
                       in_target[idx]))
    return blocks


def exact_interaction(blocks, lam):
    """Charge curvature and smallest target-space weight of the three states."""
    energies, weights = [], []
    for h0, v, mask in blocks:
        e, x = eigh(h0 + lam * v, subset_by_index=[0, 0])
        energies.append(e[0])
        weights.append(np.sum(x[mask, 0] ** 2))
    return energies[0] + energies[2] - 2 * energies[1], min(weights)


def expansion(function, step=0.005):
    """First and second Taylor coefficients at zero coupling."""
    plus, minus = function(step), function(-step)
    return (plus - minus) / (2 * step), (plus + minus) / (2 * step ** 2)


def exact_coefficients(blocks):
    return expansion(lambda lam: exact_interaction(blocks, lam)[0])


def ph_propagator(p, q, eps, occ):
    return 0.0 if p == q else (occ[p] - occ[q]) / (eps[p] - eps[q])


def pp_propagator(p, q, eps, occ):
    return (1 - occ[p] - occ[q]) / (eps[p] + eps[q])


def diagrams(eps, occ, g, N, d):
    """Second-order diagrams [bubble, vertex, crossed, pair] by class."""
    out = {"mixed": np.zeros(4), "rest": np.zeros(4)}
    for p in range(len(eps)):
        for q in range(len(eps)):
            if p == d and q == d:
                continue
            kind = "mixed" if d in (p, q) else "rest"
            direct, exchange = g[d, d, p, q], g[d, p, d, q]
            ph = ph_propagator(p, q, eps, occ)
            pp = pp_propagator(p, q, eps, occ)
            out[kind] += np.array([N * direct ** 2 * ph,
                                   -2 * direct * exchange * ph,
                                   -exchange ** 2 * ph,
                                   -exchange ** 2 * pp])
    return out


def crpa(eps, occ, g, N, d, lam, with_mixed=True):
    """Static constrained RPA interaction of the target level."""
    L = len(eps)
    P = np.zeros((L, L))
    for p in range(L):
        for q in range(L):
            mixed = (p == d) != (q == d)
            if not (p == d and q == d) and (with_mixed or not mixed):
                P[p, q] = N * ph_propagator(p, q, eps, occ)
    v = lam * g.reshape(L * L, L * L)
    W = np.linalg.solve(np.eye(L * L) - v @ np.diag(P.ravel()), v)
    return W[d * L + d, d * L + d]


def single_integral(L, p, q, r, s, value):
    """Integral table holding one value and its permutation partners."""
    g = np.zeros((L, L, L, L))
    for a, b in ((p, q), (q, p)):
        for c, e in ((r, s), (s, r)):
            g[a, b, c, e] = value
            g[c, e, a, b] = value
    return g


# Physical model: levels v, d, c on three sites
v_, d_, c_ = 0, 1, 2
eps = np.array([-8.0, 0.0, 10.0])
occ = np.array([1.0, 0.5, 0.0])
site_v = np.array([[4.0, 1.5, 0.5], [1.5, 4.0, 1.5], [0.5, 1.5, 4.0]])
angle = 0.3
co, si = np.cos(angle), np.sin(angle)
site0 = np.array([1.0, 0.0, 0.0])
even = np.array([0.0, 1.0, 1.0]) / np.sqrt(2)
odd = np.array([0.0, 1.0, -1.0]) / np.sqrt(2)
d_part = co * site0 + si * odd
orb = np.array([-si * d_part + co * even,
                co * d_part + si * even,
                -si * site0 + co * odd])
assert np.allclose(orb @ orb.T, np.eye(3))
assert np.linalg.eigvalsh(site_v)[0] > 0
g = np.einsum("pi,qi,ij,rj,sj->pqrs", orb, orb, site_v, orb, orb)
U = g[d_, d_, d_, d_]

print("levels v, d, c (eV):", *eps)
print("site interaction: same site, 0-1 and 1-2, 0-2 (eV):",
      site_v[0, 0], site_v[0, 1], site_v[0, 2])
print("mixing angle (rad):", angle)
for name, vec in zip("vdc", orb):
    print(f"level {name} on sites 0,1,2:", *[f"{x:.4f}" for x in vec])
print(f"(dd|dd) = {U:.4f} eV")
print(f"(dd|dv) = {g[1, 1, 1, 0]:.4f} eV, (dd|dc) = {g[1, 1, 1, 2]:.4f} eV")
print(f"(dd|vc) = {g[1, 1, 0, 2]:.4f} eV, (dv|dc) = {g[1, 0, 1, 2]:.4f} eV")
print(f"(dv|dv) = {g[1, 0, 1, 0]:.4f} eV, (dc|dc) = {g[1, 2, 1, 2]:.4f} eV")

# Pair propagators against explicit Matsubara frequency sums
beta = 10.0
omega = (2 * np.arange(-200000, 200000) + 1) * np.pi / beta
for p, q in ((v_, d_), (d_, c_), (v_, c_), (c_, c_), (v_, v_)):
    gp = 1 / (1j * omega - eps[p])
    gq = 1 / (1j * omega - eps[q])
    gq_reversed = 1 / (-1j * omega - eps[q])
    # the truncated frequency tail is about 3e-6 per eV
    assert abs(np.sum(gp * gq) / beta - ph_propagator(p, q, eps, occ)) < 1e-5
    assert abs(np.sum(gp * gq_reversed) / beta
               - pp_propagator(p, q, eps, occ)) < 1e-5

# Mixed coupling alone: one empty level, only (dd|dc) present
A, gap = 1.0, 10.0
g_mixed = single_integral(2, 0, 0, 0, 1, A)
print(f"mixed coupling alone, (dd|dc) = {A} eV, gap = {gap} eV:")
for N in (2, 4, 6):
    eps2, occ2 = np.array([0.0, gap]), np.array([0.5, 0.0])
    second = exact_coefficients(
        many_electron_blocks(eps2, occ2, g_mixed, N, 0))[1]
    bubble = diagrams(eps2, occ2, g_mixed, N, 0)["mixed"][0]
    assert abs(second + (N - 2) * A ** 2 / gap) < 2e-5
    assert abs(second - (1 - 2 / N) * bubble) < 2e-5
    print(f"  N={N}: bubble {bubble:.4f} eV, exact {second + 0.0:.4f} eV")

# Rest-rest coupling alone: only (dd|vc) present
B = 1.0
g_rest = single_integral(3, d_, d_, v_, c_, B)
print(f"rest-rest coupling alone, (dd|vc) = {B} eV:")
for N in (2, 4):
    second = exact_coefficients(
        many_electron_blocks(eps, occ, g_rest, N, d_))[1]
    bubble = diagrams(eps, occ, g_rest, N, d_)["rest"][0]
    assert abs(second - bubble) < 2e-5
    assert abs(second + 2 * N * B ** 2 / (eps[c_] - eps[v_])) < 2e-5
    print(f"  N={N}: bubble {bubble:.4f} eV, exact {second:.4f} eV")

# Reference away from half filling: the full diagram sum must still hold
occ_low = np.array([1.0, 0.2, 0.0])
second_low = exact_coefficients(many_electron_blocks(eps, occ_low, g, 2, d_))[1]
parts_low = diagrams(eps, occ_low, g, 2, d_)
sum_low = parts_low["mixed"].sum() + parts_low["rest"].sum()
assert abs(second_low - sum_low) < 2e-5
assert abs(parts_low["mixed"][0] + parts_low["mixed"][1]) < 1e-12
assert abs(parts_low["mixed"][2] + parts_low["mixed"][3]) > 1e-3
print(f"d filling {occ_low[1]}, N=2: second order, diagrams {sum_low:.5f} eV,"
      f" exact {second_low:.5f} eV")
print(f"  its mixed crossed + pair sum: {parts_low['mixed'][2:].sum():.5f} eV")

# Full model at half filling
for N in (2, 4):
    blocks = many_electron_blocks(eps, occ, g, N, d_)
    first, second = exact_coefficients(blocks)
    parts = diagrams(eps, occ, g, N, d_)
    total = parts["mixed"].sum() + parts["rest"].sum()
    bubbles = parts["mixed"][0] + parts["rest"][0]
    crpa_second = expansion(lambda lam: crpa(eps, occ, g, N, d_, lam))[1]
    assert abs(first - U) < 1e-3
    assert abs(second - total) < 5e-5
    assert abs(crpa_second - bubbles) < 5e-5
    assert abs(parts["mixed"].sum() - (1 - 2 / N) * parts["mixed"][0]) < 1e-12
    assert bubbles < second < 0
    print(f"full model N={N}, second-order coefficients (eV):")
    print("  class: bubble, vertex, crossed, pair, sum")
    for kind in ("mixed", "rest"):
        print(f"  {kind}:", *[f"{x + 0.0:.5f}" for x in parts[kind]],
              f"{parts[kind].sum() + 0.0:.5f}")
    print(f"  all diagrams {total:.5f}, exact {second:.5f},"
          f" bubbles only {bubbles:.5f}")
    print("  coupling: bare, exact, cRPA, cRPA without mixed (eV); weight")
    for lam in (0.5, 1.0, 1.5):
        u_exact, weight = exact_interaction(blocks, lam)
        w_full = crpa(eps, occ, g, N, d_, lam)
        w_rest = crpa(eps, occ, g, N, d_, lam, with_mixed=False)
        print(f"  {lam}: {lam * U:.4f}, {u_exact:.4f}, {w_full:.4f},"
              f" {w_rest:.4f}; {weight:.4f}")
        if lam == 1.0:
            assert weight > 0.5
            if N == 2:
                assert w_full < u_exact < U
                assert abs(w_rest - u_exact) < abs(w_full - u_exact)
            print(f"  screening at 1.0: exact {U - u_exact:.4f} eV,"
                  f" cRPA {U - w_full:.4f} eV,"
                  f" ratio {(U - w_full) / (U - u_exact):.3f}")

print("done: every assertion held")
```

Output:

```
levels v, d, c (eV): -8.0 0.0 10.0
site interaction: same site, 0-1 and 1-2, 0-2 (eV): 4.0 1.5 0.5
mixing angle (rad): 0.3
level v on sites 0,1,2: -0.2823 0.6138 0.7373
level d on sites 0,1,2: 0.9127 0.4086 0.0093
level c on sites 0,1,2: -0.2955 0.6755 -0.6755
(dd|dd) = 3.3041 eV
(dd|dv) = -0.4376 eV, (dd|dc) = -0.4412 eV
(dd|vc) = 0.7615 eV, (dv|dc) = 0.3469 eV
(dv|dv) = 0.3269 eV, (dc|dc) = 0.3690 eV
mixed coupling alone, (dd|dc) = 1.0 eV, gap = 10.0 eV:
  N=2: bubble -0.2000 eV, exact 0.0000 eV
  N=4: bubble -0.4000 eV, exact -0.2000 eV
  N=6: bubble -0.6000 eV, exact -0.4000 eV
rest-rest coupling alone, (dd|vc) = 1.0 eV:
  N=2: bubble -0.2222 eV, exact -0.2222 eV
  N=4: bubble -0.4444 eV, exact -0.4444 eV
d filling 0.2, N=2: second order, diagrams -0.06491 eV, exact -0.06491 eV
  its mixed crossed + pair sum: 0.00537 eV
full model N=2, second-order coefficients (eV):
  class: bubble, vertex, crossed, pair, sum
  mixed: -0.08680 0.08680 0.04340 -0.04340 0.00000
  rest: -0.12887 0.05871 0.01337 -0.01349 -0.07028
  all diagrams -0.07028, exact -0.07028, bubbles only -0.21567
  coupling: bare, exact, cRPA, cRPA without mixed (eV); weight
  0.5: 1.6521, 1.6345, 1.6028, 1.6235; 0.9986
  1.0: 3.3041, 3.2339, 3.1224, 3.2015; 0.9941
  screening at 1.0: exact 0.0702 eV, cRPA 0.1817 eV, ratio 2.588
  1.5: 4.9562, 4.7993, 4.5766, 4.7466; 0.9856
full model N=4, second-order coefficients (eV):
  class: bubble, vertex, crossed, pair, sum
  mixed: -0.17360 0.08680 0.04340 -0.04340 -0.08680
  rest: -0.25775 0.05871 0.01337 -0.01349 -0.19915
  all diagrams -0.28595, exact -0.28595, bubbles only -0.43135
  coupling: bare, exact, cRPA, cRPA without mixed (eV); weight
  0.5: 1.6521, 1.5903, 1.5612, 1.6007; 0.9954
  1.0: 3.3041, 3.0884, 2.9892, 3.1336; 0.9834
  screening at 1.0: exact 0.2157 eV, cRPA 0.3149 eV, ratio 1.460
  1.5: 4.9562, 4.5271, 4.3305, 4.6279; 0.9661
done: every assertion held
```
